# Threshold energy for longitudinal acoustic phonon emission by an electron

## Problem

A conduction electron in silicon is described by an isotropic parabolic band with effective mass $m=0.26\,m_0$, where $m_0$ is the free-electron mass. Longitudinal acoustic (LA) phonons travel at $v_s=9$ km/s. Both are rough typical values.

(a) Below what kinetic energy is the electron unable to emit an LA phonon?

(b) An electron has a kinetic energy of 1 meV. Into which directions can it emit, and what is the largest phonon energy it can give away?

(c) The conduction-band valleys of silicon are ellipsoids, with mass $m_l=0.92\,m_0$ along the long axis and $m_t=0.19\,m_0$ across it. How does the threshold change, in bulk and in a thin channel?

(d) Does the threshold matter in a transistor at room temperature?

## Assumptions

Kinetic energy is measured from the bottom of the band, and the wave vector $\mathbf k$ from the valley minimum. The electron stays in its valley, the final state is empty, and there is no electric field. Collisions are rare enough for the electron to have a well-defined energy and wave vector; part (d) examines this. The phonon has wave vector $\mathbf q$, with $q=|\mathbf q|$, and energy $\hbar v_s q$.

The question is whether emission is allowed by the conservation laws. How often an allowed emission happens is a separate question, which depends on the strength of the coupling.

## Solution of (a)

An acoustic phonon can have as little energy as we like, since $\hbar v_s q\to0$ when $q\to0$. Energy conservation alone would therefore give no threshold. The restriction appears when momentum is conserved as well.

After emission the electron has wave vector $\mathbf k-\mathbf q$. Its energy loss must equal the phonon energy:

$$
\frac{\hbar^2k^2}{2m}-\frac{\hbar^2|\mathbf k-\mathbf q|^2}{2m}=\hbar v_s q .
$$

Let $\theta$ be the angle between $\mathbf k$ and $\mathbf q$. Then

$$
|\mathbf k-\mathbf q|^2=k^2-2kq\cos\theta+q^2 .
$$

The terms in $k^2$ cancel, which leaves

$$
\frac{\hbar^2kq\cos\theta}{m}-\frac{\hbar^2q^2}{2m}=\hbar v_s q .
$$

A real phonon has $q>0$, so we may divide by $\hbar q$. With the electron speed $v=\hbar k/m$, and the term in $q$ moved to the right,

$$
v\cos\theta=v_s+\frac{\hbar q}{2m}. \qquad (1)
$$

The last term is the recoil: the electron slows down while it gives up momentum, so its speed before emission must exceed $v_s$ by a margin that grows with $q$.

The recoil term is positive and $\cos\theta$ is at most 1. Equation (1) therefore requires $v>v_s$. Conversely, if $v>v_s$, the choice $\theta=0$ gives a positive solution $q=2m(v-v_s)/\hbar$. The condition $v>v_s$ is thus both necessary and sufficient: the electron must move faster than sound. The corresponding energy is

$$
E_s=\frac12 m v_s^2 . \qquad (2)
$$

There is a simple reason for this form. When an electron gives up a small momentum $\delta p$, it loses at most the energy $v\,\delta p$. A phonon of momentum $\delta p$ needs the energy $v_s\,\delta p$. If $v<v_s$, the electron cannot supply enough energy for the momentum it hands over.

The numbers are

$$
E_s=\tfrac12(0.26)(9.109\times10^{-31}\ \mathrm{kg})(9\times10^3\ \mathrm{m/s})^2
=9.59\times10^{-24}\ \mathrm{J},
$$

and, with $1\ \mathrm{meV}=1.602\times10^{-22}$ J,

$$
E_s\approx0.06\ \mathrm{meV}.
$$

This energy is a limit that is not itself attained. At $E=E_s$ the solution of (1) is $q=0$, which is no phonon at all. Emission requires $E>E_s$, by however little.

**Does the curvature of the phonon branch matter?** The law $\omega=v_sq$ holds for long waves, and a real branch bends at larger $q$. Take as a model

$$
\omega(q)=v_s\,\frac{2q_z}{\pi}\sin\frac{\pi q}{2q_z},
$$

where $q_z=11.57\ \mathrm{nm^{-1}}$ is the zone-edge wave number along a cube axis. In (1), $v_s$ is then replaced by $\omega/q$, which falls below $v_s$ as $q$ grows. Could a phonon of larger $q$ be easier to emit? Since $1-\sin x/x\le x^2/6$, the fall is at most

$$
v_s\,\frac{\pi^2q^2}{24q_z^2}.
$$

To compare this with the recoil, define $k_s=mv_s/\hbar=0.0202\ \mathrm{nm^{-1}}$, the wave number of an electron moving at the speed of sound. The recoil term becomes $\hbar q/2m=v_s\,q/(2k_s)$. It exceeds the fall as long as

$$
q<\frac{12\,q_z^2}{\pi^2k_s}.
$$

The right-hand side is several hundred times $q_z$, so the inequality holds throughout the zone. The threshold stays at $q\to0$, where the branch is straight, and (2) is unchanged. A numerical search over phonon wave numbers and directions, using just the two conservation laws, gives 0.0599 meV for the straight branch and the same for the bending one.

The band is also not perfectly parabolic. With a rough nonparabolicity parameter $\alpha=0.5\ \mathrm{eV^{-1}}$, the threshold rises by a relative amount of about $3\alpha E_s\approx9\times10^{-5}$, which is negligible.

## Solution of (b)

Solve (1) for the phonon wave number. Multiplying by $2m/\hbar$ and using $mv/\hbar=k$ gives

$$
q=2(k\cos\theta-k_s). \qquad (3)
$$

A positive $q$ requires $\cos\theta>k_s/k=v_s/v$. The allowed phonons lie inside a cone around the direction of motion, with half-angle

$$
\theta_{\max}=\arccos\frac{v_s}{v}.
$$

At the surface of the cone $q$ goes to zero, and on its axis $q$ is largest. At threshold the cone closes. For a very fast electron it opens towards a half-space.

The largest phonon energy follows from $\theta=0$:

$$
\hbar v_sq_{\max}=2\hbar v_sk-2\hbar v_sk_s .
$$

Both terms can be written as energies. In the first, $\hbar k=mv$, and since $E=mv^2/2$ and $E_s=mv_s^2/2$, we have $mvv_s=2\sqrt{EE_s}$. In the second, $\hbar k_s=mv_s$, so $\hbar v_sk_s=mv_s^2=2E_s$. Hence

$$
\hbar v_sq_{\max}=4\left(\sqrt{EE_s}-E_s\right). \qquad (4)
$$

For $E=1$ meV the speed is

$$
v=v_s\sqrt{\frac{E}{E_s}}=9\sqrt{\frac{1}{0.0599}}\ \mathrm{km/s}\approx36.8\ \mathrm{km/s},
$$

the cone has half-angle $\arccos(9/36.8)\approx76^\circ$, and the largest phonon energy is

$$
4\left(\sqrt{1\times0.0599}-0.0599\right)\mathrm{meV}\approx0.74\ \mathrm{meV}.
$$

**When can one emission stop the electron?** A final state at rest needs $\mathbf q=\mathbf k$, so the phonon goes forward and $q=k$. Equation (3) then reads $k=2(k-k_s)$, or $k=2k_s$. The initial energy is

$$
4E_s\approx0.24\ \mathrm{meV},
$$

and the phonon takes all of it. This energy should not be confused with the threshold. Between $E_s$ and $4E_s$ the electron can emit, but it must keep part of its energy because it must keep part of its momentum. Above $4E_s$ a single emission cannot stop it either: the largest phonon reverses its motion and leaves it with speed $v-2v_s$.

**Just above threshold.** Write $E=E_s+\delta$ with $\delta\ll E_s$. Then $\sqrt{EE_s}\approx E_s+\delta/2$, and (4) gives a largest phonon energy of about $2\delta$. The phonon can take twice the excess, which leaves the electron at $E_s-\delta$, below the threshold. It cannot emit another LA phonon until it has gained energy.

**Absorption has no such threshold.** If the electron absorbs a phonon, its final wave vector is $\mathbf k+\mathbf q$, and energy conservation reads

$$
\frac{\hbar^2kq\cos\theta}{m}+\frac{\hbar^2q^2}{2m}=\hbar v_sq .
$$

Multiplication by $2m/(\hbar^2q)$ gives

$$
q=2(k_s-k\cos\theta).
$$

This is positive for every $k$ if the phonon comes from a suitable direction, for instance head-on, with $\cos\theta=-1$. An electron at rest absorbs a phonon with $q=2k_s$ and energy $2\hbar v_sk_s=4E_s\approx0.24$ meV. This is the stopping event run backwards. A slow electron that cannot emit can therefore still be scattered, provided that such phonons are present.

## Solution of (c)

The mass 0.26 is an average over the ellipsoid. Averaging the inverse masses along the three axes gives

$$
\frac{1}{m}=\frac13\left(\frac{1}{m_l}+\frac{2}{m_t}\right),\qquad m\approx0.26\,m_0 .
$$

This average suits the mobility of electrons spread equally over the valleys. The emission threshold of a single electron depends on the direction in which it moves.

Let $z$ be the long axis, and let $\perp$ denote the components across it. Then

$$
E(\mathbf k)=\frac{\hbar^2k_\perp^2}{2m_t}+\frac{\hbar^2k_z^2}{2m_l},
\qquad
\mathbf v_\perp=\frac{\hbar\mathbf k_\perp}{m_t},\quad v_z=\frac{\hbar k_z}{m_l}.
$$

Expanding $E(\mathbf k-\mathbf q)$ as before, the cross terms combine into $\hbar\mathbf v\cdot\mathbf q$:

$$
E(\mathbf k)-E(\mathbf k-\mathbf q)=\hbar\,\mathbf v\cdot\mathbf q-\frac{\hbar^2q_\perp^2}{2m_t}-\frac{\hbar^2q_z^2}{2m_l},
$$

where $q_z$ now denotes the $z$ component of $\mathbf q$. Setting this equal to $\hbar v_sq$ and dividing by $\hbar q$ gives

$$
\mathbf v\cdot\frac{\mathbf q}{q}=v_s+\text{(a positive recoil term proportional to } q).
$$

The left side is at most $|\mathbf v|$. If sound is equally fast in all directions, the condition is again $|\mathbf v|>v_s$. The energy at that speed now depends on the angle $\beta$ between the velocity and the long axis. From $E=\frac12(m_tv_\perp^2+m_lv_z^2)$,

$$
E_{\rm th}(\beta)=\tfrac12v_s^2\left(m_l\cos^2\beta+m_t\sin^2\beta\right). \qquad (5)
$$

**Thin channel.** Let the film confine the electron along the long axis, and let the electron remain in one subband. Energy is now counted from the subband bottom. The motion in the plane has mass $m_t$, and momentum is conserved in the plane only. For bulk-like phonons,

$$
\hbar v_s\sqrt{q_\parallel^2+q_z^2}\ \ge\ \hbar v_sq_\parallel ,
$$

where $q_\parallel$ is the in-plane part of the phonon wave vector. A component normal to the film makes the phonon more expensive, while the energy that the electron can release depends on $\mathbf q_\parallel$ alone. The cheapest choice is $q_z=0$, and the threshold is $m_tv_s^2/2$. The assumption of bulk-like phonons is a real restriction. For electron energies up to four times the threshold, $q_\parallel\le 2m_tv_s/\hbar$, so the in-plane wavelengths exceed 200 nm, far more than the thickness of a thin channel. The result therefore holds for a film embedded in material of similar elastic properties. Near a free surface slower modes exist: a Rayleigh wave along a cube axis of the (001) surface travels at about 4.9 km/s, which gives 0.013 meV. A free-standing film has flexural modes with $\omega\propto q^2$, for which the conservation laws set no threshold at all.

| Case | Mass in $mv^2/2$ ($m_0$) | Phonon speed (km/s) | Threshold (meV) |
|---|---:|---:|---:|
| Isotropic band, LA | 0.26 | 9.0 | 0.060 |
| Valley, velocity along long axis | 0.92 | 9.0 | 0.212 |
| Valley, velocity at 37.1° to it | 0.65 | 9.0 | 0.151 |
| Valley, velocity across long axis | 0.19 | 9.0 | 0.044 |
| Thin channel, one subband | 0.19 | 9.0 | 0.044 |
| Isotropic band, transverse phonon | 0.26 | 5.0 | 0.018 |

The three valley entries and the channel entry were also found by searching the conservation laws directly, and they agree with (5) and with $m_tv_s^2/2$.

Direction changes the threshold by a factor $m_l/m_t\approx5$. This is the largest correction to the LA estimate considered here. The LA speed in silicon itself varies with direction, roughly from 8.4 to 9.4 km/s. With the mass held at 0.26, these speeds give 0.052 and 0.065 meV. The long axis of a valley is a cube axis, where the LA speed is near the lower value, so the 0.212 meV in the table falls to between 0.18 and 0.19 meV.

The last row concerns a different phonon. Transverse waves are slower, at roughly 4.7 to 5.8 km/s depending on direction (the table uses 5 km/s), and their shear strain can shift the energy of an ellipsoidal valley, so they can also be emitted. This coupling vanishes when $\mathbf q$ lies along the long axis or along a cube axis across it, so emission is weak just above threshold for electrons moving in those directions. A truly isotropic band does not couple to a purely transverse wave; the last row only applies the conservation laws with the average mass. An electron below the LA threshold is therefore not necessarily below every acoustic threshold.

## Solution of (d)

**Thermal energy.** At 300 K the mean kinetic energy of a dilute electron gas in bulk is $\frac32k_BT\approx38.8$ meV, more than 600 times $E_s$. To find the fraction of electrons below threshold, use the Maxwell distribution in the variable $u=E/k_BT$, which is $(2/\sqrt\pi)\sqrt u\,e^{-u}$. With $x=E_s/k_BT\ll1$, the exponential is close to 1 over the whole range of integration, so

$$
f\approx\frac{2}{\sqrt\pi}\int_0^x\sqrt u\,du=\frac{4}{3\sqrt\pi}\,x^{3/2}.
$$

The temperature at which $k_BT=E_s$ is 0.695 K. At 300 K, therefore, $x=0.695/300=0.0023$ and $f\approx8\times10^{-5}$. In the isotropic model, slightly fewer than one electron in ten thousand are too slow to emit an LA phonon. The ellipsoidal masses of part (c) raise this fraction by a factor $\sqrt{m_lm_t^2/m^3}\approx1.4$, to slightly more than one in ten thousand. At 4 K the full integral for the isotropic mass, with the exponential kept, gives about 5%. The threshold affects a large part of a Maxwellian gas when the temperature is near 1 K or below. These figures are for bulk. In one subband of a thin channel the density of states is constant, and a dilute gas at 300 K has the fraction $1-e^{-m_tv_s^2/2k_BT}\approx1.7\times10^{-3}$ below threshold, more than ten times the bulk value but still small.

**Collisions.** A sharp threshold also requires a sharp electron energy. Take a rough room-temperature bulk mobility $\mu=1400\ \mathrm{cm^2/Vs}$. The relation $\mu=e\tau/m$ gives a collision time $\tau=m\mu/e\approx0.21$ ps, and the energy is uncertain by about

$$
\frac{\hbar}{\tau}\approx3.2\ \mathrm{meV}.
$$

This is some 50 times $E_s$, so for a typical thermal electron the assumption of rare collisions fails at the scale of the threshold. The mobility reflects an average over thermal electrons. An electron near the threshold collides less often, because the acoustic scattering rate falls as the electron slows down. If acoustic scattering alone set this mobility, $\hbar/\tau$ at $E=E_s$ would be about 0.2 meV, some $4E_s$; with typical couplings that include absorption of intervalley phonons the estimate is roughly $10E_s$. The threshold is therefore blurred for slow electrons too, but by a smaller margin. To make $\hbar/\tau$ as small as $E_s$, the collision time would have to be about 50 times longer, near 11 ps. At the same mass this corresponds to a mobility of roughly $7\times10^4\ \mathrm{cm^2/Vs}$.

**Filled states.** A channel in its conducting state may hold $n=10^{12}$ electrons per $\mathrm{cm^2}$. Suppose they occupy the two valleys whose long axes are normal to the film. With two spins and two valleys, filling a circle of radius $k_F$ gives

$$
n=4\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{\pi},
\qquad
E_F=\frac{\hbar^2k_F^2}{2m_t}=\frac{\pi\hbar^2n}{2m_t}\approx6.3\ \mathrm{meV}.
$$

Electrons at this energy move much faster than sound. At very low temperature, however, nearly all states below $E_F$ are full. An electron at an energy $\delta$ above $E_F$ can then give away at most about $\delta$, since it must land in an empty state. For an electron close to $E_F$, it is therefore the filled states that limit emission, and the threshold at the speed of sound plays no part.

**Comparison with a real device.** The masses, sound speeds, mobility and channel density used here are of the size found in silicon, though channel mobilities are usually well below the bulk value, which makes the broadening larger still. At room temperature the assumption that breaks down most clearly is that of a sharp electron energy: for a typical thermal electron the uncertainty is tens of times the threshold, and very few electrons are slow enough for the threshold to matter. The 0.06 meV limit can therefore be ignored when estimating room-temperature acoustic scattering. It becomes relevant for carriers that are at once cold, dilute and rarely scattered. In silicon near 1 K such carriers must be supplied by light, injection or a gate, because those from ordinary dopants are bound to their donors.

The numerical output below lists the values to more digits than these rough parameters justify.

## Calculated quantities

```
effective mass: 0.26 m0
LA sound speed: 9.0 km/s
threshold E_s, formula: 0.0599 meV
threshold E_s, formula: 9.592e-24 J
threshold, search of conservation laws: 0.0599 meV
threshold, search with bending branch: 0.0599 meV
wave number k_s: 0.0202 1/nm
zone-edge wave number 2 pi/a: 11.57 1/nm
example electron energy: 1.00 meV
example electron speed: 36.8 km/s
example emission cone half-angle: 75.8 degrees
example largest phonon energy: 0.739 meV
energy from which one emission can stop it: 0.239 meV
phonon absorbed by electron at rest: 0.239 meV
silicon masses, long and transverse: 0.92, 0.19 m0
inverse-average mass: 0.258 m0
valley threshold, velocity at 0.0 deg: 0.212 meV
valley threshold, velocity at 37.1 deg: 0.151 meV
valley threshold, velocity at 90.0 deg: 0.044 meV
thin-channel threshold: 0.044 meV
LA speed range: 8.4 to 9.4 km/s
E_s at low LA speed: 0.052 meV
E_s at high LA speed: 0.065 meV
transverse phonon speed: 5.0 km/s
threshold for that speed: 0.018 meV
mean thermal energy at 300 K: 38.8 meV
fraction below threshold at 300 K: 8.37e-05
fraction below threshold at 4 K: 0.049
temperature with kT = E_s: 0.695 K
mobility at 300 K: 1400 cm2/Vs
collision time: 0.207 ps
collision broadening hbar/tau: 3.18 meV
channel density: 1.0e+12 1/cm2
channel Fermi energy at zero temperature: 6.30 meV
nonparabolicity alpha: 0.5 1/eV
nonparabolicity alpha*E_s: 3.0e-05
```
